# Ninety-degree polarization rotation versus reversal through zero in a quartic energy

## Problem

A ferroelectric film has a uniform polarization with two components, $P_x$ and $P_y$. At zero field and zero stress its energy density is

$$f=\alpha(P_x^2+P_y^2)+\beta(P_x^4+P_y^4)+\gamma P_x^2P_y^2,\qquad \alpha<0,\ \beta>0 .$$

**(a)** Find all stationary points. For which $\gamma$ are the minima on the axes?

**(b)** In that case, find the barrier $u_0$ for reversing the polarization along the straight line through $P=0$, and the barrier $u_{90}$ for turning it by 90 degrees. Show that $u_{90}<u_0$, and that no other path has a barrier below $u_{90}$.

**(c)** Suppose the polarization may turn but not change its length. When is the rotation barrier still below $u_0$?

**(d)** A uniform field of magnitude $E$ opposes the $+x$ state. At what field does this state become unstable?

**(e)** Evaluate the results for $P_0=50$ µC/cm² (the polarization of a minimum), $u_0=2$ eV/nm³ and $\gamma/\beta=3$.

**(f)** For the same numbers, estimate the effects of breakdown, temperature, clamped strain, imperfect screening and other lattice modes.

## Solution

### (a) Stationary points

The first derivatives are

$$\frac{\partial f}{\partial P_x}=2P_x(\alpha+2\beta P_x^2+\gamma P_y^2),\qquad
\frac{\partial f}{\partial P_y}=2P_y(\alpha+2\beta P_y^2+\gamma P_x^2).$$

Both must vanish, which leaves three possibilities.

*Both components zero.* This is the origin, with $f=0$.

*One component zero.* For $P_y=0$ the first bracket gives

$$P_x^2=P_0^2=-\frac{\alpha}{2\beta}=\frac{|\alpha|}{2\beta}.$$

The energy there is

$$f=\alpha P_0^2+\beta P_0^4=-\frac{\alpha^2}{2\beta}+\frac{\alpha^2}{4\beta}=-\frac{\alpha^2}{4\beta}.$$

There are four such points, two on each axis.

*Both components nonzero.* Both brackets vanish, and so does their difference:

$$(2\beta-\gamma)(P_x^2-P_y^2)=0 .$$

For $\gamma\neq2\beta$ this requires $P_x^2=P_y^2=s$, and either bracket then gives

$$s=-\frac{\alpha}{2\beta+\gamma}.$$

These are four points on the diagonals, present if $\gamma>-2\beta$. (For $\gamma=2\beta$ the two brackets coincide, and every point of the circle $P_x^2+P_y^2=P_0^2$ is stationary.) The energy of the diagonal points is

$$f_d=2\alpha s+(2\beta+\gamma)s^2=2\alpha s-\alpha s=\alpha s=-\frac{\alpha^2}{2\beta+\gamma}.$$

The second derivatives decide which points are minima:

$$f_{xx}=2\alpha+12\beta P_x^2+2\gamma P_y^2,\quad f_{yy}=2\alpha+12\beta P_y^2+2\gamma P_x^2,\quad f_{xy}=4\gamma P_xP_y .$$

At $(P_0,0)$ the mixed derivative vanishes, and

$$f_{xx}=2\alpha-6\alpha=4|\alpha|,\qquad f_{yy}=2\alpha+2\gamma P_0^2=|\alpha|\left(\frac{\gamma}{\beta}-2\right).$$

The first is positive. The second is positive if $\gamma>2\beta$, which is the required condition. All quartic terms are then non-negative, so the energy is bounded below. The coupling $\gamma$ penalizes having both components at once, and it must be strong enough to hold the polarization on an axis.

### (b) The two barriers

From here on $\gamma>2\beta$.

**Through zero.** On the line $P_y=0$ the energy rises from $-\alpha^2/(4\beta)$ at the minimum to $0$ at the origin. The barrier is

$$u_0=\frac{\alpha^2}{4\beta}.$$

At the origin $f_{xx}=f_{yy}=2\alpha<0$ and $f_{xy}=0$. The origin is therefore a maximum in every direction, not a saddle, and a path can lower its highest energy by going round it.

**By rotation.** At the diagonal point $(\sqrt s,\sqrt s)$, inserting $\alpha=-(2\beta+\gamma)s$ gives

$$f_{xx}=f_{yy}=-2(2\beta+\gamma)s+12\beta s+2\gamma s=8\beta s,\qquad f_{xy}=4\gamma s .$$

The curvature along the diagonal is $f_{xx}+f_{xy}=4s(2\beta+\gamma)=4|\alpha|>0$. The curvature across it is $f_{xx}-f_{xy}=4s(2\beta-\gamma)<0$. The point is a saddle, and its height above the minima is

$$u_{90}=f_d+u_0=\frac{\alpha^2}{4\beta}-\frac{\alpha^2}{2\beta+\gamma}
=\frac{\alpha^2}{4\beta}\,\frac{(2\beta+\gamma)-4\beta}{2\beta+\gamma},$$

$$\boxed{\,u_{90}=u_0\,\frac{\gamma-2\beta}{\gamma+2\beta}\,}$$

The numerator is positive and smaller than the denominator by $4\beta>0$. Hence $0<u_{90}<u_0$.

**No path does better.** Follow $h=|P_x|-|P_y|$ along a continuous path that starts in the $+x$ state, where $h>0$. If the path ends in a $y$ state, $h$ ends negative, so it vanishes somewhere. If the path ends in the $-x$ state, it must cross $P_x=0$. There $h=-|P_y|\le0$, so again $h$ vanishes somewhere. Every such path therefore meets a point with $P_x^2=P_y^2=w$, where

$$f=2\alpha w+(2\beta+\gamma)w^2 .$$

The minimum of this parabola is at $w=s$ and equals $f_d$. No path can have a barrier below $u_{90}$.

**The bound is reached.** Let $P_x=P\cos\theta$ and $P_y=P\sin\theta$. Then

$$P_x^2P_y^2=\tfrac14P^4\sin^22\theta,\qquad P_x^4+P_y^4=(P_x^2+P_y^2)^2-2P_x^2P_y^2=P^4\left(1-\tfrac12\sin^22\theta\right),$$

and the energy becomes

$$f=\alpha P^2+b(\theta)P^4,\qquad b(\theta)=\beta+\frac{\gamma-2\beta}{4}\sin^22\theta .$$

At fixed angle the best length is $P^2=-\alpha/(2b)$, which gives $f=-\alpha^2/(4b)$. As $\theta$ goes from 0 to 45 degrees, $b$ grows steadily from $\beta$ to $(2\beta+\gamma)/4$. The energy rises steadily from $-u_0$ to $f_d$, and then falls symmetrically to the $y$ state. This valley has the barrier $u_{90}$. Two such turns in succession reverse the polarization, so full reversal has the same lowest barrier.

A search for the lowest pass on a $201\times201$ grid of polarizations, which does not use the saddle formula, was made for $\gamma/\beta=2.2,\,3,\,5,\,7$ and $12$. Its values of $u_{90}/u_0$ differ from the formula by at most $2.1\times10^{-4}$.

**Limits.** As $\gamma\to2\beta$ from above, $b$ loses its dependence on angle and $u_{90}\to0$: the polarization turns freely in a circular valley. As $\gamma\to\infty$, $s\to0$. The saddles move towards the origin, and $u_{90}$ approaches $u_0$ from below.

**The neighbouring case.** For $-2\beta<\gamma<2\beta$ the diagonal points are the minima, because both of their curvatures are positive. A 90-degree turn between them must cross an axis, where the lowest energy is $-\alpha^2/(4\beta)$. The barrier through zero is now $\alpha^2/(2\beta+\gamma)$, and the ratio of the rotation barrier to it is

$$1-\frac{2\beta+\gamma}{4\beta}=\frac{2\beta-\gamma}{4\beta},$$

which lies between 0 and 1 in this range. Rotation is again the lower route.

### (c) Rotation at fixed length

With $P=P_0$ held fixed, only $b$ changes with angle. Its increase at 45 degrees is $(\gamma-2\beta)/4$, so the barrier is

$$u_{\rm fixed}=\frac{\gamma-2\beta}{4}P_0^4=\frac{\gamma-2\beta}{4}\,\frac{\alpha^2}{4\beta^2}=u_0\,\frac{\gamma-2\beta}{4\beta}.$$

This is below $u_0$ only if $\gamma<6\beta$. For stronger coupling the conclusion of part (b) depends on the polarization shrinking as it turns.

### (d) Stability in an opposing field

A field of magnitude $E$ along $-x$ adds $+EP_x$ to the energy. For $P_y=0$ and $P_x=P>0$, equilibrium requires $2\alpha P+4\beta P^3+E=0$, or

$$E=2|\alpha|P-4\beta P^3=2|\alpha|P\left(1-\frac{2\beta P^2}{|\alpha|}\right).$$

As the field grows from zero, $P$ falls from $P_0$. The added term is linear, so it leaves the curvatures unchanged:

$$f_{xx}=-2|\alpha|+12\beta P^2,\qquad f_{yy}=-2|\alpha|+2\gamma P^2 .$$

The lengthwise curvature vanishes at $P^2=|\alpha|/(6\beta)=P_0^2/3$, and the sideways curvature at $P^2=|\alpha|/\gamma$. Since $P$ is falling, the larger of these values is met first. For $\gamma<6\beta$ that is the sideways one, and the limiting field is

$$E_{\rm side}=2|\alpha|\sqrt{\frac{|\alpha|}{\gamma}}\left(1-\frac{2\beta}{\gamma}\right).$$

For $\gamma>6\beta$ the state fails lengthwise at

$$E_{\rm long}=2|\alpha|\frac{P_0}{\sqrt3}\left(1-\frac13\right)=\frac{4|\alpha|P_0}{3\sqrt3}.$$

These fields mark the loss of stability. They do not say in which state the polarization then settles.

### (e) Numbers

Since $u_0=\alpha^2/(4\beta)$ and $P_0^2=|\alpha|/(2\beta)$, the coefficients follow from $|\alpha|=2u_0/P_0^2$ and $\beta=u_0/P_0^4$. With $u_0=320.4$ MJ/m³ and $P_0=0.50$ C/m²,

$$\alpha=-\frac{2(3.204\times10^8)}{0.25}=-2.563\times10^9\ \text{J m/C}^2,$$

$$\beta=\frac{3.204\times10^8}{0.0625}=5.127\times10^9\ \text{J m}^5/\text{C}^4,\qquad \gamma=3\beta=1.538\times10^{10}\ \text{J m}^5/\text{C}^4 .$$

The rotation barrier is

$$u_{90}=2.00\times\frac{3-2}{3+2}=0.40\ \text{eV/nm}^3\quad(64\ \text{MJ/m}^3),$$

one fifth of the barrier through zero. At the saddle $s=2P_0^2/5$, so each component is $50\sqrt{0.4}=31.6$ µC/cm² and the length is 44.7 µC/cm². At fixed length the barrier would be $2.00\times\frac14=0.50$ eV/nm³. A shortening of about a tenth thus lowers the barrier by a fifth.

Here $\gamma<6\beta$, so the state fails sideways, at $P=P_0\sqrt{2/3}=0.408$ C/m²:

$$E_{\rm side}=2(2.563\times10^9)(0.408)\left(1-\tfrac23\right)=6.98\times10^8\ \text{V/m}=6.98\ \text{MV/cm}.$$

If $P_y$ were held at zero, the limit would be $E_{\rm long}=9.87$ MV/cm.

### (f) What the model leaves out

**Comparison with hafnia.** The values of $P_0$ and $u_0$ are round numbers in the rough regime of ferroelectric hafnia. The polarization is that of a single domain; polycrystalline films show less, roughly 10 to 30 µC/cm². The ratio $\gamma/\beta=3$ is a model choice, and the ratio of the barriers depends directly on it. In a free crystal, states polarized along $x$ and along $y$ are equivalent by the symmetry of the cubic parent structure; in a film, clamping and electrodes break this equivalence, as estimated below. The assumption that real capacitors break most plainly is uniform switching. Their coercive fields are roughly 1 to 2 MV/cm, several times below the limits in (e), and their reversal proceeds by nucleation and domain-wall motion.

**Breakdown.** For a rough breakdown field of 4 MV/cm, the sideways limit is 1.7 times too high and the lengthwise limit 2.5 times. In this model the film would break down before a static field exactly opposite to the polarization could make the uniform state unstable. For $\gamma/\beta=3$, where the state fails sideways, a field tilted away from $-x$ by up to 90 degrees needs less, because its sideways part turns the polarization from the start. This is not general: for $\gamma/\beta=12$, where the state fails lengthwise, a tilt of 60 degrees raises the limit from 9.87 to about 11 MV/cm. If the field points 45 degrees away from $-x$, towards $+y$, following the equilibrium numerically gives a limit of about 2.8 MV/cm, which is below the assumed breakdown field. The polarization then turns towards $y$. This is for the unclamped energy; with the 4 % clamped strain considered below, the limit at 45 degrees rises to about 4.8 MV/cm, above the assumed breakdown field.

**Temperature.** At 358 K, $k_BT=0.0309$ eV. A cubic grain with 10 nm edges has a rotation barrier of $0.40\times1000=400$ eV, or $1.3\times10^4\,k_BT$, and five times as much through zero. Thermal switching of the whole grain at once is out of reach. With a rough attempt rate of $10^{12}$ per second, a volume $V$ switches in about one second if $Vu=k_BT\ln10^{12}=0.85$ eV. This gives 2.1 nm³ for rotation and 0.43 nm³ through zero. These are not sizes of real nuclei, because the energy of the surrounding wall is missing.

**Clamped strain.** Let the cell edges along $x$ and $y$ differ by a fraction $\delta$ in the $x$ state. With $q=(P_x^2-P_y^2)/P_0^2$, take the spontaneous strains as $\pm\delta q/2$. If the strain is frozen at its value for $q=1$, the mismatch is $\mp\delta(1-q)/2$. For an isotropic solid of shear modulus $\mu$, a strain with zero trace costs $\mu(e_{xx}^2+e_{yy}^2)$, so the added energy is

$$g=2\mu\left[\frac{\delta(1-q)}{2}\right]^2=\frac{\mu\delta^2}{2}(1-q)^2 .$$

Take $\mu=80$ GPa and two rough values of $\delta$. For 1 %, the lowest reversal barrier rises to 0.43 eV/nm³ and that through zero to 2.02 eV/nm³. For 4 %, they become 1.33 and 2.40 eV/nm³. Rotation remains lower, but its advantage shrinks from a factor of 5 to 1.8.

In the 4 % case the nature of the path changes as well. Let $X=P_x^2/P_0^2$, $Y=P_y^2/P_0^2$ and $c=\mu\delta^2/(2u_0)=0.2$. Then

$$\frac{f+g}{u_0}=-2(X+Y)+X^2+Y^2+3XY+c(1-X+Y)^2 .$$

Every reversal path crosses $X=0$. On that line the derivative $-2+2Y+2c(1+Y)$ vanishes at $Y=(1-c)/(1+c)=2/3$, where the energy is $-\frac43+\frac49+0.2\left(\frac53\right)^2=-\frac13$. This lies $\frac23u_0=1.33$ eV/nm³ above the starting state, the barrier found by the grid search. The derivative with respect to $X$ at this point is $-2+3Y-2c(1+Y)=-\frac23$, so the energy falls towards both $x$ states. The $y$ state has become a saddle: with this strain difference frozen, the region could not rest there. The shear strain that couples to $P_xP_y$ and the volume strain are not included, and clamping them could change this.

**Imperfect screening.** Let $x$ be normal to a film of thickness $t$ between short-circuited electrodes with effective screening length $\lambda$. Zero total voltage requires $E_{\rm f}t+\lambda(\varepsilon_0E_{\rm f}+P_x)/\varepsilon_0=0$, where $E_{\rm f}$ is the field in the film. Hence $E_{\rm f}=-\lambda P_x/[\varepsilon_0(t+\lambda)]$, and the work against this field is

$$-\int_0^{P_x}E_{\rm f}\,dP=\frac{\lambda P_x^2}{2\varepsilon_0(t+\lambda)} .$$

For $t=10$ nm and a rough $\lambda=0.02$ nm this is 0.18 eV/nm³ at $P_x=P_0$. It raises the $x$ states most, so both barriers out of them fall: to 0.30 eV/nm³ by rotation and 1.83 eV/nm³ through zero. No background permittivity is included; a value of 25 would change 0.18, 0.30 and 1.83 to 0.17, 0.31 and 1.84 eV/nm³. In a laterally uniform film the in-plane $y$ state does not pay this energy and is now the deeper one; in a finite grain it would pay for bound charge on the side faces. The second turn, from $y$ to $-x$, therefore has a higher barrier than the first, and the polarization may stay in the plane.

**Other lattice modes.** Hafnia has nonpolar phases and oxygen displacements that $P_x$ and $P_y$ do not describe. Suppose they lowered the energy around $P=0$ while the minima and the rotation saddle stayed fixed, and suppose $P=0$ remained the highest point of the straight path. A lowering by $2.00-0.40=1.60$ eV/nm³, or 0.21 eV in a cell of 0.13 nm³, would make the two routes equal, and a larger one would reverse their order. The inequality $u_{90}<u_0$ is a property of the quartic energy. Whether it holds for hafnia itself has to be settled by a calculation that includes these modes.

The main values are collected in the numerical output below.

## Table of computed values

```
INPUTS (rough hafnia-like regime; gamma/beta is a model choice)
P0 = 50.0 uC/cm2
barrier through zero u0 = 2.00 eV/nm3
gamma/beta = 3.0
COEFFICIENTS
alpha = -2.563e+09 J m/C^2
beta = 5.127e+09 J m^5/C^4
gamma = 1.538e+10 J m^5/C^4
RESULTS
saddle: each component = 31.6 uC/cm2
saddle: length of P = 44.7 uC/cm2
90-degree barrier u90 = 0.400 eV/nm3
u0 converted = 320.4 MJ/m3
u90 converted = 64.1 MJ/m3
ratio u90/u0 = 0.200
fixed-length rotation barrier = 0.500 eV/nm3
largest grid-search error in u90/u0 = 2.1e-04
FIELDS FOR UNIFORM SWITCHING
sideways instability = 6.98 MV/cm
lengthwise instability = 9.87 MV/cm
breakdown field (rough input) = 4.0 MV/cm
sideways field / breakdown = 1.74
lengthwise field / breakdown = 2.47
TEMPERATURE
temperature of use = 358 K, kT = 0.0309 eV
grain edge (rough input) = 10 nm
grain barrier, rotation = 1.30e+04 kT
grain barrier, through zero = 6.48e+04 kT
attempt rate (rough input) = 1e+12 1/s
volume switching in 1 s, rotation = 2.13 nm3
volume switching in 1 s, zero = 0.43 nm3
CLAMPED STRAIN
shear modulus (rough input) = 80 GPa
cell-edge difference (rough input) = 1 %
  elastic cost at Py = P0: 0.10 eV/nm3
  reversal barrier, lowest path: 0.43 eV/nm3
  reversal barrier, through zero: 2.02 eV/nm3
cell-edge difference (rough input) = 4 %
  elastic cost at Py = P0: 1.60 eV/nm3
  reversal barrier, lowest path: 1.33 eV/nm3
  reversal barrier, through zero: 2.40 eV/nm3
IMPERFECT SCREENING (x normal to film)
film thickness = 10 nm
effective screening length (rough) = 0.02 nm
energy at Px = P0: 0.18 eV/nm3
reversal barrier, lowest path: 0.30 eV/nm3
reversal barrier, through zero: 1.83 eV/nm3
OTHER LATTICE MODES
lowering of P = 0 that undoes ordering: 1.60 eV/nm3
cell volume (rough input) = 0.13 nm3
same lowering per cell = 0.21 eV
```
